# Schrage's Evaporation Flux from a Weakly Drifting Half-Maxwellian, part 2

A flat liquid surface lies at $z=0$ and its vapour, an ideal monatomic gas of molecules of mass $m$, fills $z>0$. Both have temperature $T$ unless stated otherwise. The vapour has pressure $p=nkT$, number density $n$ and drift velocity $u$ away from the surface; $k$ is Boltzmann's constant and $p_s$ the saturation pressure. The net flux $J$ counts molecules per unit area and time, positive for evaporation. Units are SI, with molecular masses in atomic mass units (u).

A molecule striking the surface condenses with probability $\alpha$ and is otherwise reflected. The liquid emits $\alpha J_s$, whatever the state of the vapour. Schrage's model assumes that arriving molecules have the bulk distribution, a Maxwellian centred on $u$, restricted to $v_z<0$. For them $v_z=-c_0w$ with $w>0$, and their normal distribution is proportional to $e^{-(w+s)^2}$.

The definitions are
$$c_0=\sqrt{\frac{2kT}{m}},\qquad s=\frac{u}{c_0},\qquad \Delta=\frac{p_s-p}{p},$$
with reference fluxes $J_s=p_s/\sqrt{2\pi mkT}$ and $J_p=p/\sqrt{2\pi mkT}=nc_0/(2\sqrt\pi)$. The arriving flux $J_{\rm in}$ obeys
$$J=nc_0s=2\sqrt\pi\,s\,J_p,\qquad J=\alpha(J_s-J_{\rm in}),\qquad J_{\rm in}=J_p\Gamma(s),$$
$$\Gamma(s)=e^{-s^2}-\sqrt\pi\,s\,\mathrm{erfc}(s)=1-\sqrt\pi\,s+s^2+O(s^4).$$
These give the full balance. To first order they give the half-deficit $J_{\rm in}=J_p-J/2$ and Schrage's linear law
$$\boxed{J=\frac{2\alpha}{2-\alpha}\,\frac{p_s-p}{\sqrt{2\pi mkT}}}$$
Neglecting the drift gives the driftless flux $\alpha(J_s-J_p)$. The second-order estimate of the relative correction to the linear flux is $-\alpha^2\Delta/[\pi(2-\alpha)^2]$.

Part (c) showed that the half-deficit holds for any distribution made of a resting Maxwellian of density $n$ and temperature $T$ plus a part odd in $v_z$.

The example has $m=60$ u, $T=1500$ K, $p_s=10$ Pa and $p=9.5$ Pa, with $\alpha=0.1$, $0.5$ and $1$, so that
$$J_s-J_p=4.391\times10^{21}\ \mathrm{m^{-2}\,s^{-1}} .$$

### (g) Is there a situation in which the half-deficit holds without weak drift?

Consider two parallel plates at the same temperature $T$, separated by a gap so narrow that molecules do not collide with one another. Both plates have the coefficient $\alpha$, but their saturation fluxes $J_1$ and $J_2$ differ. Reflected molecules leave with a half-Maxwellian distribution at $T$. Find the relation between the net flux and the pressure in the gap.

**Solution.** Let $U$ be the flux leaving plate 1 and $D$ the flux leaving plate 2. Each consists of emission and reflection:
$$U=\alpha J_1+(1-\alpha)D,\qquad D=\alpha J_2+(1-\alpha)U .$$
The net flux is $J=U-D$. Subtracting the equations gives
$$J=\alpha(J_1-J_2)-(1-\alpha)J,\qquad\text{so}\qquad J=\frac{\alpha}{2-\alpha}(J_1-J_2).$$
Adding them gives $\alpha(U+D)=\alpha(J_1+J_2)$, and therefore $U+D=J_1+J_2$.

The gap pressure $p$ is taken as the normal momentum flux. Each stream is half of a resting Maxwellian at $T$ and contributes half the pressure of that complete gas. The pressure of a resting gas is $\sqrt{2\pi mkT}$ times its one-way flux, so
$$p=\sqrt{2\pi mkT}\;\frac{U+D}{2},\qquad J_p=\frac{U+D}2=\frac{J_1+J_2}2 .$$
It follows that $J_1-J_p=(J_1-J_2)/2$, and
$$J=\frac{2\alpha}{2-\alpha}\left(J_1-J_p\right).$$

This is the same factor, now without an expansion in the pressure difference. The reason is visible in the identity
$$D=\frac{U+D}{2}-\frac{U-D}{2}=J_p-\frac J2 .$$
The distribution in the gap is the average of the two Maxwellians plus a part odd in $v_z$, which is the situation identified in part (c). It is not a drifting Maxwellian. A numerical test that followed repeated reflections with $J_2=0.2J_1$ reproduced the factor for all three values of $\alpha$.

### (h) Does Schrage's solution conserve momentum and energy next to the surface?

Return to the half-space of vapour. In a steady one-dimensional flow without external forces, the fluxes of mass, normal momentum and energy must be the same at the surface and in the bulk. Assume that emitted and reflected molecules all leave with a resting half-Maxwellian distribution at $T$. Compare the fluxes to first order in $s$.

**Solution.** The outgoing stream can be described by the density $n_o$ of the complete Maxwellian of which it is one half. Its flux must supply both the net flux and the arriving flux:
$$\frac{n_oc_0}{2\sqrt\pi}=J+J_{\rm in}=J_p\left(2\sqrt\pi\,s+1-\sqrt\pi\,s\right).$$
Division by $J_p=nc_0/(2\sqrt\pi)$ gives $n_o=n(1+\sqrt\pi\,s)$. The coefficient $\alpha$ has dropped out, so the following results hold for every $\alpha$.

**Momentum.** Each molecule carries normal momentum $mv_z$ at the rate $v_z$, so both streams contribute positively. Since $mc_0^2=2kT$ and $\int_0^\infty w^2e^{-w^2}dw=\sqrt\pi/4$, the outgoing stream contributes $n_okT/2$. For the incoming stream, expand $e^{-(w+s)^2}=e^{-w^2}(1-2sw)$ to first order and use $\int_0^\infty w^3e^{-w^2}dw=1/2$:
$$2nkT\left[\frac14-\frac{2s}{\sqrt\pi}\cdot\frac12\right]=p\left(\frac12-\frac{2s}{\sqrt\pi}\right).$$
The sum at the surface is
$$p\left[1+\left(\frac{\sqrt\pi}{2}-\frac2{\sqrt\pi}\right)s\right]=p\left(1-0.242\,s\right).$$
The bulk value is $p+mnu^2$, which equals $p$ to first order. The momentum flux is therefore not conserved at the order to which the evaporation law was derived. For $\alpha=1$, where $p_s-p=\sqrt\pi\,p\,s$, the defect is about 14 % of the driving pressure.

**Energy.** A molecule with normal velocity $c_0w$ has normal energy $kTw^2$ and mean transverse energy $kT$. The outgoing energy flux is
$$\frac{n_oc_0kT}{\sqrt\pi}\int_0^\infty w(w^2+1)e^{-w^2}dw=\frac{n_oc_0kT}{\sqrt\pi},$$
because both terms integrate to $1/2$. For the incoming stream, the first-order term requires $\int_0^\infty w^4e^{-w^2}dw=3\sqrt\pi/8$ and the $w^2$ integral above. Its energy flux towards the surface is
$$nc_0kT\left[\frac1{\sqrt\pi}-2s\left(\frac38+\frac14\right)\right]=nc_0kT\left(\frac1{\sqrt\pi}-\frac{5s}{4}\right).$$
Subtracting it from the outgoing flux, with $n_o=n(1+\sqrt\pi\,s)$, gives
$$nc_0kT\left(s+\frac{5s}4\right)=\frac94\,kTJ .$$
The bulk vapour carries the enthalpy flux $\tfrac52kTJ$ to first order. The surface value is smaller by $\tfrac14kTJ$, or 10 % of the bulk value.

Collisions conserve all three quantities, so they cannot make up the difference between the assumed surface distribution and a bulk without heat conduction. A heat flux in the bulk would alter the energy balance, but the momentum defect would remain. The distribution at the surface must itself differ from the assumed one. The region in which it relaxes to the bulk form is the Knudsen layer, which is several mean free paths thick. For molecular diameters of 0.3 to 0.5 nm, the mean free path in the example is about 2 to 5 mm. The half-space picture applies only if the vapour extends well beyond this layer.

### (i) How does the factor change when all three balances are imposed?

Give the incoming half-Maxwellian a free amplitude $1+a$, and allow the liquid temperature to be $T(1+\tau)$, where $T$ now denotes the vapour temperature. The outgoing stream has density parameter $n(1+\nu)$ and the liquid temperature. The bulk vapour remains a drifting Maxwellian without heat conduction. Find $\tau$ and the new flux law to first order.

**Solution.** For a half-Maxwellian, the mass, momentum and energy fluxes scale with temperature as $T^{1/2}$, $T$ and $T^{3/2}$. The outgoing fluxes thus acquire the factors $1+\nu+\tau/2$, $1+\nu+\tau$ and $1+\nu+3\tau/2$. With the integrals of part (h), the balances divided by $nc_0$, $p$ and $nc_0kT$ read
$$\frac{\nu+\tau/2-a}{2\sqrt\pi}+\frac s2=s,$$
$$\frac{1+\nu+\tau}{2}+\frac{1+a}{2}-\frac{2s}{\sqrt\pi}=1,$$
$$\frac{\nu+3\tau/2-a}{\sqrt\pi}+\frac{5s}4=\frac{5s}2 .$$
They simplify to
$$\nu+\frac\tau2-a=\sqrt\pi\,s,\qquad \nu+\tau+a=\frac{4s}{\sqrt\pi},\qquad \nu+\frac{3\tau}2-a=\frac{5\sqrt\pi\,s}{4}.$$
Subtracting the first from the third gives
$$\tau=\frac{\sqrt\pi}{4}\,s=0.443\,s .$$
Without heat conduction in the vapour, evaporation therefore leaves the vapour cooler than the liquid. A heat flux through the vapour would add its own temperature jump. Adding the first two equations gives $2\nu+3\tau/2=\sqrt\pi\,s+4s/\sqrt\pi$. With the value of $\tau$,
$$\nu=\frac{2s}{\sqrt\pi}+\frac{5\sqrt\pi\,s}{16},\qquad \nu+\tau=\left(\frac2{\sqrt\pi}+\frac{9\sqrt\pi}{16}\right)s .$$

Let $p_o=p(1+\nu+\tau)$ be the pressure of the complete Maxwellian to which the outgoing stream belongs. For $\alpha=1$ this stream is pure emission, so $p_o=p_s$, evaluated at the liquid temperature. Define $\kappa_1$ by $J=\kappa_1(p_s-p)/\sqrt{2\pi mkT}$. Since $J=2\sqrt\pi\,s\,p/\sqrt{2\pi mkT}$,
$$\frac1{\kappa_1}=\frac{\nu+\tau}{2\sqrt\pi\,s}=\frac1\pi+\frac9{32},\qquad \kappa_1=\frac{32\pi}{32+9\pi}=1.668 .$$

For $\alpha<1$, let $E$ be the saturation flux at the liquid temperature and $O$ the outgoing flux. The arriving flux is $O-J$, so
$$O=\alpha E+(1-\alpha)(O-J),\qquad\text{hence}\qquad E-O=\frac{1-\alpha}{\alpha}J .$$
Both $E$ and $O$ refer to the liquid temperature, and to first order $E-O=(p_s-p_o)/\sqrt{2\pi mkT}$. Adding the part $p_o-p$, which obeys the law for $\alpha=1$, gives
$$\frac{p_s-p}{J\sqrt{2\pi mkT}}=\frac1\alpha-1+\frac1{\kappa_1}.$$
Schrage's law has the same form with $\kappa_1=2$. The reflection term $1/\alpha-1$ is common to both models, and the difference lies in the constant, 0.600 instead of 0.5.

The new factors are 0.1042, 0.625 and 1.668 for $\alpha=0.1$, 0.5 and 1. Relative to them, Schrage's factors are high by about 1 %, 7 % and 20 %. This compares an isothermal law with a vapour that carries no heat flux and is cooler than the liquid. The linearised BGK kinetic model gives $\kappa_1=1.66$ for that case, but about 1.83 when a heat flux towards the surface holds the two temperatures equal, and Schrage's factor at $\alpha=1$ is then high by about 10 %. For small $\alpha$ the surface resistance $1/\alpha$ dominates, and the description of the vapour matters little for the factor, provided $p_s$ is taken at the temperature of the liquid surface. A numerical solution of the nonlinear balances at small $s$ tested the temperature jump and all three factors.

With the pressures of the example and $\alpha=1$, the closure gives $J=1.668\times4.391\times10^{21}=7.32\times10^{21}\ \mathrm{m^{-2}\,s^{-1}}$. Dividing by $nc_0=4.587\times10^{20}\times644.8\ \mathrm{m^{-2}\,s^{-1}}$ yields $s=0.0248$. The temperature difference is then $0.443\times0.0248\times1500$ K, or about 16 K. This is not small for a real liquid. With a latent heat $L$ per molecule of 20 to 30 $kT$, the Clausius–Clapeyron relation turns a relative temperature change of 0.011 into a change of $p_s$ of about 25 to 40 %, several times the 5 % driving difference. The saturation pressure must therefore be evaluated at the liquid surface temperature, not at that of the vapour.

This closure is still an approximation: it satisfies three balances but does not resolve how the velocity distribution changes through the Knudsen layer. Schrage's factor is the correct first-order consequence of an undisturbed, isothermal, drifting half-Maxwellian. As a description of a real surface, it is least secure when $\alpha$ is close to one. The numbers above refer to a pure monatomic vapour: internal degrees of freedom change the energy balance, and a non-condensing background gas adds a diffusion resistance that none of these models contains. The numerical output below lists the main computed values.

## Calculated quantities

```
INPUTS
molecular mass = 60.0 u
temperature = 1500.0 K
saturation pressure p_s = 10.00 Pa
vapour pressure p = 9.50 Pa
INTERMEDIATE VALUES
relative driving pressure (p_s-p)/p = 0.05263
thermal speed c0 = 644.77 m/s
vapour number density = 4.5872e+20 m^-3
saturation flux J_s = 8.7826e+22 m^-2 s^-1
rest-gas flux J_p = 8.3435e+22 m^-2 s^-1
J_s - J_p = 4.3913e+21 m^-2 s^-1
incoming deficit / net flux, numerical = 0.500000
ALPHA = 0.1
  Schrage factor = 0.10526
  factor from solved balance = 0.10526
  factor from collisionless gap = 0.10526
  factor from moment closure = 0.10417
  driftless flux = 4.3913e+20 m^-2 s^-1
  linear Schrage flux = 4.6224e+20 m^-2 s^-1
  full-balance flux = 4.6222e+20 m^-2 s^-1
  full/linear - 1 = -0.005 %
  second-order estimate = -0.005 %
  speed ratio s = 0.00156; drift u = 1.008 m/s
ALPHA = 0.5
  Schrage factor = 0.66667
  factor from solved balance = 0.66667
  factor from collisionless gap = 0.66667
  factor from moment closure = 0.62517
  driftless flux = 2.1956e+21 m^-2 s^-1
  linear Schrage flux = 2.9275e+21 m^-2 s^-1
  full-balance flux = 2.9221e+21 m^-2 s^-1
  full/linear - 1 = -0.185 %
  second-order estimate = -0.186 %
  speed ratio s = 0.00988; drift u = 6.370 m/s
ALPHA = 1.0
  Schrage factor = 2.00000
  factor from solved balance = 2.00000
  factor from collisionless gap = 2.00000
  factor from moment closure = 1.66789
  driftless flux = 4.3913e+21 m^-2 s^-1
  linear Schrage flux = 8.7826e+21 m^-2 s^-1
  full-balance flux = 8.6402e+21 m^-2 s^-1
  full/linear - 1 = -1.621 %
  second-order estimate = -1.675 %
  speed ratio s = 0.02921; drift u = 18.835 m/s
MAIN RESULT CONVERTED, ALPHA = 1
linear mass flux = 0.0875 mg cm^-2 s^-1
STRONG EVAPORATION, ALPHA = 1, p/p_s = 0.30
linear flux / J_s = 1.4000
full-balance flux / J_s = 0.9645
CONSERVATION AND CLOSURE
momentum defect / (p s) = -0.24215
energy defect / (kT J) = -0.25000
closure (T_liquid-T_vapour)/(T s) = 0.44311
closure kappa_1 from formula = 1.66789
```
